Elastic Green's Function of Cubic Silicon by Integration Around a Circle

**1. A scalar medium**

Suppose that a medium had a single displacement component w and a single stiffness C. A point force f at the origin would then give

C ∇²w + f δ(x) = 0.

Away from the origin w depends on r = |x| alone. Integration over a ball of radius r, with the divergence theorem, gives 4πr² C dw/dr = −f. With w → 0 at infinity,

w = f / (4πC r).

The response falls as 1/r because the same total force crosses every sphere. A crystal differs in two ways: displacement and force are vectors, and the stiffness depends on direction. The 1/r law survives, but 1/C becomes the average of an inverse 3×3 matrix over the directions normal to x.

**2. The equation to be solved**

Let the crystal be infinite, homogeneous and linear elastic, with stress σ_ij = C_ijkl ∂_l u_k. Repeated indices are summed. The stiffness has the usual symmetries and is positive definite: every nonzero strain costs energy. For a cubic crystal this means C44 > 0, C11 − C12 > 0 and C11 + 2C12 > 0.

G_km(x) is the displacement along k at x per unit static force along m at the origin. It vanishes at infinity and obeys

C_ijkl ∂_j∂_l G_km + δ_im δ(x) = 0.   (1)

Write G(x) = ∫ d³k/(2π)³ exp(ik·x) G(k), with k = k n and |n| = 1. Two derivatives bring down −k² n_j n_l, so

k² K_ik(n) G_km(k) = δ_im,   K_ik(n) = C_ijkl n_j n_l,

G(k) = K⁻¹(n)/k².   (2)

K is the static Christoffel matrix, without mass density. It is invertible: a_i K_ik a_k is twice the energy density of the strain (a_i n_j + a_j n_i)/2, which is nonzero for nonzero a. Also K(−n) = K(n).

**3. From three dimensions to a circle**

The element d³k = k² dk dΩ cancels the 1/k² in (2), leaving a radial integral that does not converge in the ordinary sense. Spread the unit force over a normalized Gaussian of width σ. This multiplies the transform by exp(−k²σ²/2). The part odd in n cancels between n and −n, so

G_σ(x) = (1/8π³) ∫ dΩ K⁻¹(n) J(n·x),

J(s) = ∫₀^∞ exp(−k²σ²/2) cos(ks) dk.

To find J, differentiate with respect to s and use k exp(−k²σ²/2) = −σ⁻² d/dk exp(−k²σ²/2). Integration by parts has no boundary term, and gives J′ = −(s/σ²) J. Since J(0) = √(π/2)/σ,

J(s) = √(π/2) exp(−s²/2σ²)/σ.

Take x̂ = x/r as polar axis and write n = c x̂ + √(1−c²) m(φ), where m is a unit vector normal to x. Then dΩ = dc dφ and n·x = rc. Define F(c) = ∮ K⁻¹ dφ at fixed c. Changing c to −c and φ to φ + π reverses n, so F is even:

F(c) = F(0) + c² F″(0)/2 + …

The Gaussian in c has area √(2π) σ/r and mean square σ²/r². Cutting it at c = ±1 costs an exponentially small amount when σ ≪ r. The prefactors combine as √(π/2)·√(2π) = π, and

G_σ(x) = (1/8π² r) [F(0) + (σ²/2r²) F″(0) + O(σ⁴/r⁴)].   (3)

For σ → 0,

G(x) = (1/8π² r) ∮ K⁻¹(n(φ)) dφ,   n normal to x.   (4)

Geometrically, a plane wave of displacement with normal n is constant over planes. Summing over k cancels those waves whose phase changes between source and observer, and leaves the ones with n·x = 0.

Equation (3) also says how a force spread over a finite core differs from a point force. It was tested for silicon at x = (0.7, 1.1, 1.6) nm by integrating over the full sphere of directions. Halving σ from 0.04r to 0.02r reduced the difference from (4) by a factor 3.996, against 4 expected. Combining the two widths to remove the σ² term left a relative difference of 8.5×10⁻⁷.

**4. Kelvin's solution**

For an isotropic medium with Lamé constants λ and μ,

C_ijkl = λ δ_ij δ_kl + μ(δ_ik δ_jl + δ_il δ_jk),

K = μ 1 + (λ+μ) nn.

A vector normal to n has eigenvalue μ, and n itself has λ+2μ. Therefore

K⁻¹ = (1/μ) [1 − nn (λ+μ)/(λ+2μ)].

Poisson's ratio is ν = λ/[2(λ+μ)], so 2(1−ν) = (λ+2μ)/(λ+μ) and the coefficient of nn is 1/[2(1−ν)].

On the circle n = p cos φ + q sin φ, with p and q orthonormal and normal to x. The cross term integrates to zero and each square to π, so ∮ nn dφ = π(pp + qq) = π(1 − x̂x̂). Equation (4) becomes

G = (1/8π² μ r) [2π 1 − π(1 − x̂x̂)/(2(1−ν))]

G_ij = [(3−4ν) δ_ij + x_i x_j/r²] / [16πμ(1−ν) r].   (5)

This is Kelvin's solution. Along x the bracket is 4(1−ν), so the longitudinal response is

x̂·G·x̂ = 1/(4πμ r).   (6)

This is the scalar result with C = μ; Poisson's ratio has dropped out. The reason is that a displacement along x is transverse to every n on the circle.

The numerical circle integral was compared with (5) for 20 random separations, using μ = 68.40 GPa and ν = 0.2169. The largest relative error was 5.7×10⁻¹⁶, which is rounding. This checks the prefactor and the geometry, but it is a mild test of the quadrature: the integrand contains only a constant and the harmonic 2φ, which two equally spaced angles on a half circle already integrate without error.

**5. Cubic crystals and a second solvable case**

A cubic stiffness has one extra term, H = C11 − C12 − 2C44, present when all four indices are equal. Hence, with no sum over i,

K_ik = (C12+C44) n_i n_k + δ_ik (C44 + H n_i²).   (7)

Let x lie along [001], so n = (cos φ, sin φ, 0). The third row of K has the single entry C44, and (4) gives

G_33 = 1/(4πC44 r).   (8)

For the other block write c = cos φ and s = sin φ. Its diagonal entries are C11c² + C44s² and C44c² + C11s²; its off-diagonal entry is (C12+C44)cs. With c⁴ + s⁴ = 1 − 2c²s²,

det = C11C44 + [(C11−C44)² − (C12+C44)²] c²s².

The bracket factors as (C11+C12)(C11−C12−2C44), and c²s² = sin²(2φ)/4. Thus

det = p + q sin²(2φ),

p = C11C44,   q = (C11+C12)(C11−C12−2C44)/4.

The inverse of a 2×2 matrix has trace equal to the original trace over the determinant, here (C11+C44)/det. Fourfold symmetry makes G_11 = G_22, so each is half the trace. From ∫₀^{2π} dθ/(a + b cos θ) = 2π/√(a²−b²), with a = p + q/2 and b = −q/2, the integral of 1/det is 2π/√(p(p+q)). Therefore

G_11 = (C11+C44) / [8π r √(p(p+q))].   (9)

The numerical integral was tested against (8) and (9) at r = 1.7 nm and agreed to better than one part in 10¹².

The case also shows where the method fails. Expansion gives

p + q = (C11−C12)(C11+C12+2C44)/4.

As C11 − C12 → 0, the crystal loses its resistance to one kind of shear and G_11 diverges. Beyond that point K is singular or indefinite for some n, and no stable static response exists.

**6. Algorithm and quadrature error**

For a given x and stiffness:

1. Compute r and x̂. Choose the cube axis e for which |x̂·e| is smallest, which avoids a nearly vanishing cross product.
2. Set p = x̂×e/|x̂×e| and q = x̂×p.
3. For φ_a = πa/M, a = 0, …, M−1, form n = p cos φ_a + q sin φ_a and invert K(n).
4. Average the M inverses and divide by 4πr.

A half circle suffices because K is even. The factor in step 4 is 2π/(8π² r) = 1/(4πr).

The integrand f has period π, so f(φ) = Σ_m f_m exp(2imφ). On the M angles, harmonic m averages to one if m is a multiple of M and to zero otherwise. Hence

error = Σ_{j≠0} f_{jM}.   (10)

For positive definite K the integrand is analytic in a strip |Im φ| < α about the real axis, up to the nearest complex zero of det K. Shifting the integration path for f_m towards the edge of the strip shows that f_m decays essentially as exp(−2α|m|). The error therefore falls essentially as exp(−2αM), and doubling M roughly squares it.

On [001] the rate is explicit. The function 1/(a + b cos 4φ) has harmonics whose size falls by

ρ = (a − √(a²−b²))/|b|

for each step of 4φ. With C11 = 166, C12 = 64 and C44 = 80 GPa, p = 13280 and q = −3335 GPa², so a = 11612.5, |b| = 1667.5 and √(a²−b²) = 11492 GPa². This gives ρ ≈ 0.072. For even M, the first harmonic that survives in (10) has size ρ^(M/2), and it occurs with both signs of j. The relative error of G_11 + G_22 is then about 2ρ^(M/2): 1% for M = 4 and 5×10⁻⁵ for M = 8. As p + q → 0, ρ → 1 and convergence is lost together with stability.

For the less symmetric direction [123], the relative errors against M = 128 were

M = 4: 3.4×10⁻³
M = 8: 6.9×10⁻⁶
M = 16: 9.7×10⁻¹¹
M = 32: 3.9×10⁻¹⁶

The first three show the squaring, and the last is rounding. For this crystal 16 angles are far more accurate than the elastic constants; 32 or more are sensible if G is to be differentiated numerically, since differences magnify errors.

Two further tests use the definition (1) instead of a known solution. At x = (0.7, 1.1, 1.6) nm, second differences of G gave an equilibrium residual of 3.8×10⁻⁶ relative to C11 times the largest second derivative. Integrating (1) over a ball, with outward normal N, requires

∮ C_ijkl ∂_l G_km N_j dS = −δ_im.

On a sphere of radius 1 nm the largest deviation of any element was 3.8×10⁻¹⁴. The first test checks how G varies around that one point, but cannot detect a wrong constant factor; the second checks the sign and size.

**7. How far an atomic lattice follows the continuum**

Silicon consists of two sublattices, A and B. A spring model can measure what (4) leaves out. Let b_i be the four bond vectors from an A atom and Δ_i the displacement of neighbour i relative to that atom. Each bond has energy ½k_b(b_i·Δ_i)². Each pair of bonds at an atom has energy ½k_a(b_i·Δ_j + b_j·Δ_i)², with the same form at B atoms.

Let d = a₀/4, with a₀ the cubic lattice constant, so that the bonds are d(1,1,1), d(1,−1,−1), d(−1,1,−1) and d(−1,−1,1). A primitive cell has volume 16d³, four bonds and twelve bond pairs. Three strains fix the stiffness.

Dilation ε 1: each bond term is 3d²ε and each pair term −2d²ε. The energy density ½(36k_b + 48k_a)d⁴ε²/(16d³) equals 3(C11+2C12)ε²/2, so C11 + 2C12 = (3k_b + 4k_a)d/4.

Strain diag(ε, −ε, 0): the bond terms vanish. Of the twelve pair terms, eight equal ±4d²ε and four vanish. Equating ½·128k_a d⁴ε²/(16d³) to (C11−C12)ε² gives C11 − C12 = 4k_a d. Together the two results yield

k_b = 4(C11+3C12)/a₀,   k_a = (C11−C12)/a₀.

Shear ε_xy = η: the sublattices may also shift relative to each other by w along z. The cell energy is

½[P(w+2dη)² + Q(w−2dη)²],   P = 4k_b d²,   Q = 16k_a d².

Minimizing over w leaves ½(4dη)² PQ/(P+Q). Equating this to 16d³·2C44η² gives

C44 = (C11+3C12)(C11−C12)/[2(C11+C12)].   (11)

The inputs give 358×102/460 = 79.38 GPa, close to the chosen 80 GPa, so the model has nearly the right long-wave stiffness. Its short-wave behaviour is not fitted to silicon: the transverse acoustic frequency at the zone-boundary point X is 7.8 THz in the model, against about 4.5 THz measured. The model is too stiff at short wavelength, so the differences found below indicate sizes only, and the symmetric ones are probably low. An added coupling between neighbouring coplanar bond pairs, with k_a reduced to keep the stiffness unchanged, lowers that frequency to 6.0 THz and raises the symmetric difference from 8.7% to 21% at 0.768 nm and from 1.3% to 2.6% at 2.304 nm. The comparison below uses 79.38 GPa on both sides.

Now put the force on one A atom and observe other A atoms. In Fourier space the response is a Hermitian 3×3 matrix that becomes its complex conjugate when k → −k. Its even part is therefore real and symmetric, and its odd part imaginary and antisymmetric. The expansion starts with (2), of order k⁻²; then come an antisymmetric k⁻¹ term and a symmetric k⁰ term. By scaling, these become 1/r, 1/r² and 1/r³ in real space. Relative to the continuum, the antisymmetric difference should fall as 1/r and the symmetric one as 1/r². The antisymmetric term comes from the shift w: a force on one sublattice also excites the relative motion.

Along a [110] row, the differences relative to the norm of the continuum matrix were

0.768 nm: symmetric 8.7%, antisymmetric 4.9%
1.536 nm: symmetric 3.2%, antisymmetric 2.7%
2.304 nm: symmetric 1.3%, antisymmetric 1.7%
3.072 nm: symmetric 0.7%, antisymmetric 1.2%

From 1.536 to 3.072 nm they fell by factors of about 4.6 and 2.2, near the asymptotic 4 and 2 but not yet equal to them. The third digit depends on the cell extrapolation described next: the cells used here give 4.63 and 2.18, while cells up to N = 64 with a 1/N⁷ term removed as well give 4.56 and 2.17.

These values refer to an infinite lattice, whereas the sums were made for periodic cells of N³ primitive cells, with a balancing force spread evenly over the A atoms and zero mean displacement. If L is the cell length, scaling gives the leading image field the form g(r/L)/L with g even, hence terms in 1/N and r²/N³. The next lattice terms also enter at odd powers. Cells with N = 24, 32, 40 and 48 were used to remove the 1/N, 1/N³ and 1/N⁵ terms. As a test, N times the offset of the trace at 0.768 nm changed by a factor 1.0051 between N = 24 and N = 48.

In a small cell this offset is large. With N = 6, or 432 atoms, the trace of the response at 0.768 nm is 90.3% below its infinite-crystal value. The 1/N term is independent of position, so it cancels in displacement differences; the higher terms do not. Raw displacements from such a cell should not be compared with (4) before the images are treated.

**8. A force of 1 nN in silicon**

Take the rough room-temperature constants above and a₀ = 0.543 nm. A force of 1 nN, or 0.624 eV/Å, acts on an atom. The sixth neighbour along a [110] row is at r = 6a₀/√2 = 2.304 nm.

The Voigt average gives μ = (C11−C12+3C44)/5 = (102+240)/5 = 68.40 GPa. Since 1 GPa nm² = 1 nN, (6) gives

1/(4π × 68.40 × 2.304) nm/nN = 0.505 pm/nN.

The longitudinal responses at this same distance are

[100]: 0.432 pm/nN, 14.5% below Kelvin
[110]: 0.541 pm/nN, 7.1% above Kelvin
[111]: 0.587 pm/nN, 16.2% above Kelvin

The first follows from (8) with 80 GPa in place of 68.40 GPa: 68.40/80 = 0.855. The others are larger because softer shears take part. For a unit vector a along x, (7) gives a·K·a = C44 + H Σ a_i²n_i². On the [111] circle this is C44 + H/3 = 60.7 GPa at every angle. Because a·K⁻¹·a ≥ 1/(a·K·a) for a positive definite matrix, the [111] response is at least 1/(4π × 60.7 × 2.304) nm/nN = 0.569 pm/nN. Coupling to other displacement components raises it to 0.587 pm/nN.

For the [110] separation the elements are G_xx = 0.4365, G_xy = 0.1043 and G_zz = 0.3601 pm/nN. A force along [110] gives G_xx + G_xy = 0.5408 pm/nN; one along [1−10] gives G_xx − G_xy = 0.3322 pm/nN. The two transverse responses, along [1−10] and [001], differ by about 8%, whereas (5) makes them equal. The main result is a displacement of 0.54 pm for 1 nN, equivalent to 0.87 pm per eV/Å.

Along [112] the displacement is not parallel to a force directed along the separation: it is turned by 3.2°. Kelvin's solution gives no turn.

**9. Comparison with a real chip**

The stiffnesses and lattice constant are rough values for pure silicon near room temperature. The force of 1 nN is a convenient unit: in linear elasticity the displacement is proportional to the force. A relaxed, isolated defect exerts no net force on the crystal. Its far field is then built from derivatives of G and generally falls as 1/r², so the number above is a building block for it.

At 2.304 nm the neglected effects have these sizes:

- Atomic structure: 1.3% symmetric and 1.7% antisymmetric in the spring model, relative to the norm of the matrix; the longitudinal [110] response itself lies 1.7% above the continuum value. With the softer short waves of the variant in Section 7 it lies 3.5% above, while the antisymmetric part changes only to 1.9%. The antisymmetric part does not change the displacement along the force, since f·A·f = 0 for antisymmetric A; it adds a sideways one.
- Free surface 50 nm away: r/(2 × 50 nm) = 2.3%, the strength of an equal image source at twice the depth. This is a scale, not a half-space solution. Mindlin's isotropic half-space solution with the Voigt constants changes the longitudinal response by about 2% for a force parallel to the surface and about 4% for a force normal to it.
- Heavy n-type doping: +1.5%, for a rough 3% drop of C11−C12 with bulk modulus and C44 held fixed. A valley-repopulation estimate (deformation potential 9 eV, 300 K) puts such a drop at 2–3×10¹⁹ electrons per cm³; at 10²⁰ cm⁻³ it gives a drop of about 7.5% and +4%, and at 3×10²⁰ cm⁻³ about 12% and +7%.
- Operation 100 K hotter: +0.7%, for a rough softening of 70 ppm/K in all constants.
- Nonlinear elasticity: a few tenths of a per cent for 1 nN, and proportional to the force. The local strain alone, 2.35×10⁻⁴ times a rough factor of 5, would suggest 0.12%, but the stress quadratic in the strain falls as 1/r⁴ and is concentrated near the loaded atom. It acts as a force dipole, so the relative correction falls only about as 1/r. Second-order solutions of the spring lattice give 0.25% to 0.5%, depending on the anharmonic terms kept.

The assumption that a device breaks most readily is the infinite homogeneous crystal. At a depth of 5 nm the same surface estimate is 23% (about 17% to 60% in the isotropic half-space, depending on the directions of force and separation), and nearby oxides, metals or alloy layers also change the stiffness around the source. Equation (4) is then the singular part of the answer, to which a field free of point forces must be added so that the sum satisfies the boundary conditions. In bulk silicon doped below about 10²⁰ cm⁻³, 2 nm or more from the force, the estimates above put its accuracy at a few per cent, limited by the material description and not by the quadrature. The numerical output below gives the values computed by the program.

Numbers as computed

```
C11, C12, C44 (rough inputs): 166, 64, 80 GPa
lattice constant (rough input): 0.543 nm
Zener ratio 2C44/(C11-C12): 1.569
Voigt shear modulus: 68.40 GPa; Poisson ratio: 0.2169
largest relative error against Kelvin: 5.7e-16
relative equilibrium residual: 3.8e-06
largest error of traction integral: 3.8e-14
smearing error ratio on halving width: 3.996
relative error after removing width^2 term: 8.5e-07
[123], 4 half-circle angles: relative error 3.4e-03
[123], 8 half-circle angles: relative error 6.9e-06
[123], 16 half-circle angles: relative error 9.7e-11
[123], 32 half-circle angles: relative error 3.9e-16
example separation along [110]: 2.304 nm
example force: 1.0 nN = 0.624 eV/angstrom
longitudinal G along [100]: 0.4318 pm/nN, -14.5 % from Kelvin
longitudinal G along [110]: 0.5408 pm/nN, +7.1 % from Kelvin
longitudinal G along [111]: 0.5869 pm/nN, +16.2 % from Kelvin
Kelvin longitudinal G, Voigt constants: 0.5050 pm/nN
[110] separation, G_xx: 0.4365 pm/nN
[110] separation, G_xy: 0.1043 pm/nN
[110] separation, G_zz: 0.3601 pm/nN
[110] separation, G along [1-10]: 0.3322 pm/nN
displacement for [110] force: 0.5408 pm
[112] force and separation, deflection angle: 3.23 degrees
C44 of spring lattice: 79.38 GPa
lattice-continuum, neighbour 2, r=0.768 nm: symmetric 8.680 %, antisymmetric 4.867 %
lattice-continuum, neighbour 4, r=1.536 nm: symmetric 3.174 %, antisymmetric 2.703 %
lattice-continuum, neighbour 6, r=2.304 nm: symmetric 1.299 %, antisymmetric 1.702 %
lattice-continuum, neighbour 8, r=3.072 nm: symmetric 0.686 %, antisymmetric 1.241 %
symmetric difference, neighbour 4 over 8: 4.63
antisymmetric difference, neighbour 4 over 8: 2.18
N times image offset, N=48 over N=24: 1.0051
432-atom cell, neighbour 2, image error of trace: -90.3 %
largest principal strain at example site: 2.35e-04
nonlinear effect (rough factor 5): 0.12 %
free surface at 50 nm, scale r/(2 depth): 2.3 %
100 K hotter (rough 70 ppm/K softening): +0.70 %
heavy n doping (rough 3 % drop of C11-C12): +1.53 %
```
